# Why long-wavelength surface roughness barely degrades current in metal films

## Definitions and conventions

A free-electron metal occupies $z>h(\mathbf r)$, where $\mathbf r=(x,y)$, and the wavefunction vanishes on the wall $z=h$. The height has zero mean and Gaussian correlation:

$$\langle h(\mathbf r)h(0)\rangle=\Delta^2e^{-r^2/\xi^2},\qquad S(Q)=\pi\Delta^2\xi^2e^{-Q^2\xi^2/4}.$$

Here $\Delta$ is the rms height, $\xi$ the correlation length and $S$ the Fourier transform of the correlation. Over an area $A$, $h(\mathbf r)=A^{-1}\sum_{\mathbf Q}h_{\mathbf Q}e^{i\mathbf Q\cdot\mathbf r}$ with $\langle|h_{\mathbf Q}|^2\rangle=A\,S(Q)$.

An electron at the Fermi energy has wavenumber $k$, in-plane part $\mathbf q$ and normal part $k_z=\sqrt{k^2-q^2}$. After the hit these are $\mathbf q'$ and $k_z'$, and $\mathbf Q=\mathbf q'-\mathbf q$. If $P(\mathbf q\to\mathbf q')\,d^2q'$ is the probability of leaving the specular beam into $d^2q'$, two numbers describe a hit:

$$W=\int P\,d^2q',\qquad L=\int P\left(1-\frac{\mathbf q\cdot\mathbf q'}{q^2}\right)d^2q'.$$

$W$ is the total non-specular probability. $L$ is the mean fraction of in-plane momentum lost, and it is what degrades a current along the film. Comparisons between different $\xi$ are made at fixed $\Delta$.

## What happens

At large $\xi$ and small $k_z\Delta$,

$$W\to4k_z^2\Delta^2,\qquad L\to\frac{8\Delta^2}{\xi^2},\qquad \frac LW\to\frac{2}{(k_z\xi)^2}.$$

So "nearly specular" needs care. The probability of leaving the specular beam does not vanish as $\xi$ grows. The scattered electrons go into a narrow cone around that beam, and the loss of momentum is what vanishes.

## The scattering law

For a flat wall, the incident and reflected waves combine to

$$\psi_0=e^{i\mathbf q\cdot\mathbf r}(e^{-ik_zz}-e^{ik_zz}),\qquad \partial_z\psi_0|_{z=0}=-2ik_ze^{i\mathbf q\cdot\mathbf r}.$$

Expanding $\psi(\mathbf r,h)=0$ to first order in $h$ gives $\psi_1(\mathbf r,0)=-h\,\partial_z\psi_0=2ik_zh\,e^{i\mathbf q\cdot\mathbf r}$. Each Fourier component continues into the metal as an outgoing wave:

$$\psi_1=\sum_{\mathbf q'}\frac{2ik_zh_{\mathbf q'-\mathbf q}}{A}\,e^{i\mathbf q'\cdot\mathbf r+ik_z'z}.$$

Its normal flux relative to the incident flux is $(k_z'/k_z)\,4k_z^2\langle|h_{\mathbf Q}|^2\rangle/A^2=4k_zk_z'S(Q)/A$. Replacing $\sum_{\mathbf q'}$ by $A\int d^2q'/(2\pi)^2$,

$$P(\mathbf q\to\mathbf q')=\frac{4k_zk_z'S(|\mathbf q'-\mathbf q|)}{(2\pi)^2},\qquad q'<k.$$

Waves with $q'>k$ decay into the metal and carry no normal flux.

The specular beam must lose the same amount. At second order the boundary condition reads $\psi_2=-h\,\partial_z\psi_1-\tfrac12h^2\partial_z^2\psi_0$ at $z=0$, and the last term is zero because $\partial_z^2\psi_0=-k_z^2\psi_0=0$ there. The derivative of $\psi_1$ brings a factor $ik_z'$, so averaging gives the specular amplitude

$$R=-1+2k_z\int\frac{d^2q'}{(2\pi)^2}\,k_z'S(Q).$$

To this order $|R|^2=1-4k_z\int \mathrm{Re}(k_z')\,S\,d^2q'/(2\pi)^2=1-W$, and flux is conserved.

With $\varphi$ the angle between $\mathbf q$ and $\mathbf q'$, $Q^2=q^2+q'^2-2qq'\cos\varphi$. The integrals $\int_0^{2\pi}e^{x\cos\varphi}d\varphi=2\pi I_0(x)$ and $\int_0^{2\pi}\cos\varphi\,e^{x\cos\varphi}d\varphi=2\pi I_1(x)$ define the modified Bessel functions needed. With $x=qq'\xi^2/2$,

$$\begin{pmatrix}W\\L\end{pmatrix}=2k_z\Delta^2\xi^2\int_0^kdq'\,q'k_z'\,e^{-(q^2+q'^2)\xi^2/4}\begin{pmatrix}I_0(x)\\I_0(x)-(q'/q)I_1(x)\end{pmatrix}.$$

## Short correlation length

Let $\Delta\ll\xi$, so that slopes stay small and first-order theory applies. For $k\xi\ll1$ the spectrum is flat, $S\approx\pi\Delta^2\xi^2$. The term $\mathbf q\cdot\mathbf q'$ then averages to zero over angle, so $L=W$. Since $\int_{q'<k}k_z'\,d^2q'=2\pi k^3/3$,

$$L=W=\tfrac23\,k_zk^3\Delta^2\xi^2.$$

In this regime a longer correlation length increases the loss. The reduction begins beyond a maximum, found below.

## Why the loss falls at long correlation length

Since $\int S\,d^2Q/(2\pi)^2=\Delta^2$, the spectrum is $\Delta^2$ times a normalized Gaussian distribution of $\mathbf Q$. Each component has variance $\sigma^2=2/\xi^2$. Taking $x$ along $\mathbf q$, we have $1-\mathbf q\cdot\mathbf q'/q^2=-Q_x/q$, and therefore

$$W=4k_z\Delta^2\langle k_z'\rangle,\qquad L=-\frac{4k_z\Delta^2}{q}\langle Q_xk_z'\rangle.$$

If $k_z'$ were constant, $\langle Q_x\rangle=0$ would make $L$ zero. The outgoing factor $k_z'$ favours steeper exits, which have smaller $q'$. Because $Q_xe^{-Q^2/2\sigma^2}=-\sigma^2\,\partial e^{-Q^2/2\sigma^2}/\partial Q_x$, integration by parts gives

$$\langle Q_xk_z'\rangle=\sigma^2\left\langle\frac{\partial k_z'}{\partial Q_x}\right\rangle\approx-\frac{2}{\xi^2}\frac q{k_z}.$$

There is no boundary term, since $k_z'$ vanishes at $q'=k$. Inserting this,

$$L\approx\frac{4k_z\Delta^2}{q}\cdot\frac{2q}{\xi^2k_z}=\frac{8\Delta^2}{\xi^2},$$

while $\langle k_z'\rangle\approx k_z$ gives $W\approx4k_z^2\Delta^2$.

The next order shows when these limits hold. For a smooth function $f$, $\langle f\rangle=f+\tfrac12\sigma^2\nabla^2f+\dots$, taken at $\mathbf Q=0$. Using $dk_z/dq=-q/k_z$ and $d^2k_z/dq^2=-k^2/k_z^3$,

$$\nabla^2k_z=\frac{d^2k_z}{dq^2}+\frac1q\frac{dk_z}{dq}=-\frac{k^2}{k_z^3}-\frac1{k_z},$$

$$\frac{d}{dq}\nabla^2k_z=-\frac q{k_z}\left(\frac1{k_z^2}+\frac{3k^2}{k_z^4}\right).$$

Hence

$$W\approx4k_z^2\Delta^2\left[1-\frac{1+k^2/k_z^2}{(k_z\xi)^2}\right],\qquad L\approx\frac{8\Delta^2}{\xi^2}\left[1+\frac{1+3k^2/k_z^2}{(k_z\xi)^2}\right].$$

Both $k_z\xi\gg1$ and $k_z^2\xi\gg k$ are required. Since $k_z\le k$, the second condition implies the first, and it is much the stricter one for grazing electrons. At 45° and $k\xi=100$ the predicted relative corrections are $-6.0\times10^{-4}$ and $1.40\times10^{-3}$; the integrals give $-6.01\times10^{-4}$ and $1.41\times10^{-3}$.

## The same loss from tilted mirrors

The limit of $L$ contains neither $k$ nor $\hbar$, which suggests a geometrical origin. Let a facet have small slopes $s_x,s_y$ and normal vector $\mathbf N=(-s_x,-s_y,1)$. Mirror reflection of the wavevector $\mathbf k=(q,0,-k_z)$ gives $\mathbf k-2(\mathbf k\cdot\mathbf N)\mathbf N/N^2$. With $\mathbf k\cdot\mathbf N=-(s_xq+k_z)$, the fractional loss along $x$ is, to second order in slope,

$$\frac{q-q_x'}{q}=2s_x^2+\frac{2s_xk_z}{q}.$$

A facet facing the electron intercepts more flux, by the factor $1+s_xq/k_z$. Multiplying and averaging over slopes of zero mean,

$$L=2\langle s_x^2\rangle+2\langle s_x^2\rangle=4\langle s_x^2\rangle.$$

Half comes from the reflection itself and half from the flux factor. For the Gaussian correlation, $\langle s_x^2\rangle$ is minus its second derivative at the origin, $2\Delta^2/\xi^2$, and $L=8\Delta^2/\xi^2$ returns. For an rms slope of 0.01, ray reflection gives a loss of $2.00\times10^{-4}$ without the flux factor and $4.00\times10^{-4}$ with it.

The probability $W$ has a different origin, namely phase. A locally flat wall at height $h$ gives the reflected wave a phase $-2k_zh$. For small heights the averaged amplitude is reduced by the factor $1-2k_z^2\Delta^2$, and its square is $1-4k_z^2\Delta^2$. Height therefore controls how much leaves the specular beam, and slope controls how much momentum is lost.

This distinction can survive where first-order theory for $W$ fails. Take a sinusoidal wall of amplitude $a=1.5/k$ and wavenumber $K=0.02k$, at 45°. The wave solution leaves only 2.4% of the flux in the specular beam. Since $\langle s_x^2\rangle=a^2K^2/2$, the slope law predicts $L=2a^2K^2=1.80\times10^{-3}$, and the wave solution gives the same value to three digits. This supports the slope law for tall, smooth walls, but it is one periodic profile and not a test on tall random roughness.

## From one hit to a film

Let a film of thickness $d$ have two rough surfaces with independent height profiles. An electron crosses it in a time $d/|v_z|$, so it hits a surface at the rate $|v_z|/d$. For a uniformly drifting Fermi sphere the excess occupation is proportional to $q_x$, with $x$ now along the current. Weighting the momentum $q_x$ by this excess and writing $\mu=k_z/k$, the momentum-loss rate is

$$\frac1{\tau_s}=\frac{v_F}{d}\,\frac{\int_0^1\mu(1-\mu^2)L(\mu)\,d\mu}{\int_0^1(1-\mu^2)\,d\mu}.$$

For constant $L$ the ratio is $(1/4)/(2/3)=3/8$ times $L$, and so

$$\frac1{\tau_s}\to\frac38\,\frac{v_F}{d}\,\frac{8\Delta^2}{\xi^2}=\frac{3v_F\Delta^2}{d\xi^2}.$$

Grazing electrons violate the long-$\xi$ condition, so their effect must be checked. On the Fermi sphere $|v_z|\,d\Omega\propto d^2q$. The numerator is thus proportional to $\iint P\,q_x(q_x-q_x')\,d^2q\,d^2q'$. Because $P$ is symmetric in $\mathbf q$ and $\mathbf q'$, this equals

$$\frac12\iint P\,(q_x-q_x')^2\,d^2q\,d^2q'=2\int\frac{d^2Q}{(2\pi)^2}\,S(Q)\,Q_x^2\int d^2q\,k_z(\mathbf q)\,k_z(\mathbf q+\mathbf Q).$$

By the Cauchy–Schwarz inequality the inner integral is at most its value at $\mathbf Q=0$, which is $\pi k^4/2$. Using that value gives $2\pi k^4\Delta^2/\xi^2$, the same as setting $L=8\Delta^2/\xi^2$ in $\int q_x^2L\,d^2q$. For the first-order hit-by-hit rate, with its continuous range of $\mathbf q$, the limiting formula is therefore an upper bound, even though $L$ at a fixed angle can approach its limit from above.

Treating successive hits as independent requires the distance between hits on the same surface, $2dq/k_z$, to exceed $\xi$ for most electrons. The film must also hold many subbands. Both assumptions can be checked by a golden-rule sum over the subbands $k_n=n\pi/d$, with $q_n=\sqrt{k^2-k_n^2}$.

A small inward wall displacement $h$ raises the energy of a state with normal profile $\phi$ by $(\hbar^2/2m)|\phi'(0)|^2h$. Applied to superpositions of $\phi_n=\sqrt{2/d}\,\sin k_nz$, this gives the matrix elements $V_{nm}=\hbar^2k_nk_mh_{\mathbf Q}/(mdA)$. Each subband has $Am\,d\varphi/(4\pi^2\hbar^2)$ states per unit energy in an angle $d\varphi$. Averaging $\tfrac12(q_x-q_x')^2$ over the common direction gives $Q^2/4$. With two surfaces,

$$\frac1{\tau_s}=\frac{2\hbar}{\pi md^2}\,\frac{\sum_{nm}k_n^2k_m^2\int_0^{2\pi}d\varphi\,S(Q)\,Q^2/4}{\sum_nq_n^2},$$

where $Q^2=q_n^2+q_m^2-2q_nq_m\cos\varphi$. For a 200 nm film this sum agrees with the hit-by-hit rate within 2% at $\xi=0.2$, 1 and 5 nm.

## Effect on resistivity

Let bulk scattering have a uniform relaxation time $\tau_b$. With specular surfaces the current-carrying distribution is a uniform drift, proportional to $v_x$. Let $C_s$ be the surface collision operator averaged over the thickness. To first order in it, the inverse of $1/\tau_b+C_s$ is $\tau_b-\tau_b^2C_s$. Taking the $v_x$ average gives $\delta\sigma/\sigma=-\tau_b/\tau_s$. Hence $\delta\rho/\rho_0=\tau_b/\tau_s$, and with $\rho_0=m/(ne^2\tau_b)$,

$$\delta\rho=\frac{m}{ne^2\tau_s}.$$

The surface loss must be small, $L\ell/d\ll1$, where $\ell=v_F\tau_b$ is the bulk mean free path. In the Fuchs thin-film model this corresponds to $1-p=L$ when $L$ is independent of angle, as in the long-$\xi$ limit. Otherwise $1-p$ is the average of $L(\mu)$ with the weight $\mu(1-\mu^2)$. Here $p$ is an effective specularity for current, and it is not the fraction $1-W$ that stays in the specular beam.

## How large the reduction is

Take the round model parameters $k=10\ \mathrm{nm^{-1}}$, $\Delta=0.02$ nm, $d=50$ nm and $\ell=40$ nm. They represent no particular metal. The small $\Delta$ makes first-order theory a good approximation where $\Delta\ll\xi$ also holds. At $\xi=0.05$ nm the rms slope along each axis is 0.57, so that row of the table is only an estimate. At 45°, $k_z=7.07\ \mathrm{nm^{-1}}$ and the limiting probability is $W=4(7.07\times0.02)^2=0.080$.

| $\xi$ (nm) | $W$ | $L$ | $L/W$ |
|---|---|---|---|
| 0.05 | 0.0045 | 0.0044 | 0.98 |
| 0.2 | 0.037 | 0.025 | 0.68 |
| 1 | 0.074 | 0.0038 | 0.052 |
| 5 | 0.080 | 0.00013 | 0.0016 |

The loss at this angle peaks at $k\xi=2.17$, or $\xi=0.22$ nm, with $L=0.0255$. At $\xi=5$ nm the limit is $L=8(0.02/5)^2=1.28\times10^{-4}$. The full integral lies 198 times below the peak, although $W$ is close to its largest value. The rms momentum transfer is $2/\xi=0.4\ \mathrm{nm^{-1}}$, or 4% of $k$.

For the film, $v_F=1.158\times10^6$ m/s gives

$$\frac{3v_F\Delta^2}{d\xi^2}=\frac{3(1.158\times10^6)(2\times10^{-11})^2}{(5\times10^{-8})(5\times10^{-9})^2}=1.11\times10^9\ \mathrm{s^{-1}}.$$

The full angular average is $1.10\times10^9\ \mathrm{s^{-1}}$, below the limit as the inequality demands. The sum over 159 subbands gives $1.13\times10^9\ \mathrm{s^{-1}}$, about 2% above the angular average and 1.5% above the limit. This does not contradict the inequality, which was proved for a continuous range of $\mathbf q$ and not for a discrete sum. The excess comes from the discreteness of the subbands: one more subband enters each time the thickness grows by $\pi/k=0.31$ nm, and changing the thickness by a fraction of this amount moves the sum by a few percent, from above the limit to below it.

The added resistivity is $1.16\times10^{-12}\ \Omega\,\mathrm m$ ($1.16\times10^{-4}\ \mu\Omega\,\mathrm{cm}$), against a bulk value of $3.04\times10^{-8}\ \Omega\,\mathrm m$. The limiting formula gives a relative increase of $3\Delta^2\ell/(d\xi^2)=3.84\times10^{-5}$, and the Fuchs integral with $1-p=8\Delta^2/\xi^2$ agrees to four digits.

Using $W$ in place of $L$ would be a large error. With $W=4k^2\mu^2\Delta^2$, the angular average gives a rate $(v_F/d)\,k^2\Delta^2/2$, since $\int_0^1\mu^3(1-\mu^2)\,d\mu=1/12$. This exceeds the correct limit by the factor $k^2\xi^2/6$, about 420 here.

## What to do about it

**Characterize slope as well as height.** An rms height alone cannot fix the surface resistivity. For smooth roughness the relevant quantity is $4\langle s_x^2\rangle$, and a value of $\Delta$ without $\xi$ leaves it undetermined.

**Look for weak short-scale roughness.** In first-order theory $L$ is linear in $S$, so independent components add. At 45°, a component at the peak correlation length matches the loss of the 5 nm component when its height is smaller by $\sqrt{198}\approx14$, here about 0.0014 nm. A measurement that resolves only the long component then misses half of the loss at this angle, and more if the short component is taller. Within this model, smoothing should target roughness with correlation length near $2/k$, or randomly oriented ripples with period near $6/k$, before gentle waviness of similar height.

**Keep the model's limits in view.** The peak lies at atomic lateral scales, where a continuous hard wall is a crude description. The heights used here, 0.02 nm and 0.0014 nm, are far below an atomic diameter. A height of 0.2 nm, about one atomic layer, gives $k\Delta=2$, outside first-order theory, so the table, the position of the peak and the film values do not carry over to such a surface. Atomic steps, soft potentials, band structure and grain boundaries are left out. A Gaussian spectrum also falls very fast at large $Q$; when $k\xi\gg1$, a surface with a slower tail can lose much more momentum at the same $\Delta$ and apparent $\xi$. The numerical output below gives the remaining values.

## Computed values

```
Fermi wavenumber k = 10.0 nm^-1
rms roughness Delta = 0.020 nm
film thickness d = 50.0 nm
bulk mean free path = 40.0 nm
Fermi velocity = 1.1577e+06 m/s
electron density = 3.3774e+28 m^-3
incidence angle = 45.0 degrees
normal wavenumber kz = 7.0711 nm^-1
long-xi limit of W = 0.08000
Table at this angle: W, L, L/W, and limit 2/(kz xi)^2
xi =  0.05 nm: W = 4.4602e-03, L = 4.3500e-03, L/W = 9.7527e-01, limit = 1.6000e+01
xi =  0.10 nm: W = 1.5270e-02, L = 1.3813e-02, L/W = 9.0455e-01, limit = 4.0000e+00
xi =  0.20 nm: W = 3.7364e-02, L = 2.5297e-02, L/W = 6.7705e-01, limit = 1.0000e+00
xi =  0.50 nm: W = 6.1979e-02, L = 1.3268e-02, L/W = 2.1407e-01, limit = 1.6000e-01
xi =  1.00 nm: W = 7.4166e-02, L = 3.8280e-03, L/W = 5.1615e-02, limit = 4.0000e-02
xi =  2.00 nm: W = 7.8743e-02, L = 8.3306e-04, L/W = 1.0579e-02, limit = 1.0000e-02
xi =  5.00 nm: W = 7.9807e-02, L = 1.2873e-04, L/W = 1.6130e-03, limit = 1.6000e-03
xi = 10.00 nm: W = 7.9952e-02, L = 3.2045e-05, L/W = 4.0080e-04, limit = 4.0000e-04
L is largest at k*xi = 2.172
correlation length at maximum = 0.2172 nm
largest L = 2.5497e-02
film example xi = 5.0 nm
L at film xi, limit 8 Delta^2/xi^2 = 1.2800e-04
reduction of L from its maximum = 198.1
rms total momentum transfer 2/xi = 0.400 nm^-1
W correction at k*xi=100: -6.0095e-04
W correction predicted: -6.0000e-04
L correction at k*xi=100: 1.4072e-03
L correction predicted: 1.4000e-03
facet slope rms per axis = 0.010
ray loss without flux weight = 1.9992e-04
ray loss with flux weight = 3.9984e-04
tall grating: k*height = 1.50, period wavenumber/k = 0.020
tall grating specular probability = 0.0240
tall grating momentum loss = 1.8002e-03
tall grating slope law = 1.8000e-03
film drift rate from surface hits = 1.1040e+09 s^-1
film drift rate, limiting formula = 1.1114e+09 s^-1
film drift rate, subband sum = 1.1277e+09 s^-1
number of film subbands = 159
added resistivity = 1.1600e-12 ohm m
bulk resistivity = 3.0410e-08 ohm m
relative increase, first order = 3.8400e-05
relative increase, Fuchs integral = 3.8401e-05
```
